# Lowest subbands of (100) silicon in a triangular well

## Problem

Electrons in silicon are pressed against a (100) surface by a field of 1 MV/cm. Treat the oxide as an impenetrable wall and the field as uniform. The conduction-band valleys have longitudinal mass $m_l=0.916\,m_0$ and transverse mass $m_t=0.19\,m_0$, where $m_0$ is the free-electron mass. Find the lowest energy of the unprimed ladder of subbands (valleys whose long axis is normal to the surface) and of the primed ladder (valleys whose long axis lies in the surface plane).

The silicon occupies $z>0$ and the wall is at $z=0$. Energies are measured from the conduction-band edge at the interface. A subband energy means the bottom of the subband, where the in-plane wavevector, measured from the valley minimum, is zero. Levels are counted from $n=1$; if one counts from zero, the two required energies are called $E_0$ and $E_{0'}$.

## Hints

1. Which mass appears in the kinetic energy of motion along $z$? Write the energy of each ellipsoidal valley and look at the coefficient of $q_z^2$.
2. The Schrödinger equation along $z$ contains $\hbar^2/2m_z$ and the force $eF$. Find the one length that can be built from them, and use it as the unit of $z$.
3. After a shift of origin the equation reads $\psi''=\xi\psi$. One condition holds far inside the silicon and one at the wall. The second fixes the energy.
4. Work in meV and nm. A field of 1 MV/cm is $10^8$ V/m, so an electron gains 100 meV per nanometre.

## Full solution

### The mass along the normal

Silicon has six equivalent conduction-band minima, one along each of the directions $\pm x,\pm y,\pm z$. Let $\mathbf q$ be the wavevector measured from a minimum. In the parabolic approximation

$$
\mathcal E(\mathbf q)=\frac{\hbar^2}{2}\left(\frac{q_\parallel^2}{m_l}+\frac{q_\perp^2}{m_t}\right),
$$

where $q_\parallel$ is the component along the long axis of the valley and $q_\perp$ the component perpendicular to it.

For the two valleys along $\pm z$, $q_\parallel=q_z$, so the coefficient of $q_z^2$ is $\hbar^2/2m_l$. These are the unprimed valleys, with $m_z=m_l$.

For the valleys along $\pm x$, $q_\parallel=q_x$ and $q_\perp^2=q_y^2+q_z^2$, so the coefficient of $q_z^2$ is $\hbar^2/2m_t$. The valleys along $\pm y$ give the same result with $x$ and $y$ exchanged. These four are the primed valleys, with $m_z=m_t$.

No valley energy contains a product such as $q_xq_z$. If we neglect coupling between valleys, we may replace $\mathbf q$ by $-i\nabla$ acting on the envelope function of one valley. A solution of the form $e^{i(q_xx+q_yy)}\psi(z)$ then separates: the in-plane motion adds its own kinetic energy, which vanishes at the subband bottom, and $\psi$ obeys an equation in $z$ alone.

### The equation and its natural scales

The electron has charge $-e$ with $e>0$. A field of magnitude $F$ pointing into the silicon exerts the force $-eF$ along $z$, towards the wall. The potential energy is therefore $+eFz$, and

$$
-\frac{\hbar^2}{2m_z}\frac{d^2\psi}{dz^2}+eFz\,\psi=E\psi,\qquad \psi(0)=0,\qquad \psi\to0\ \text{as}\ z\to\infty .
$$

Put $z=\ell s$ with $s$ dimensionless. Each derivative brings a factor $1/\ell$:

$$
-\frac{\hbar^2}{2m_z\ell^2}\frac{d^2\psi}{ds^2}+eF\ell\,s\,\psi=E\psi .
$$

Choose $\ell$ so that the two coefficients are equal, $\hbar^2/(2m_z\ell^2)=eF\ell$. This gives

$$
\ell=\left(\frac{\hbar^2}{2m_zeF}\right)^{1/3},\qquad
\varepsilon\equiv eF\ell=\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3}.
$$

The second form follows from $\varepsilon^3=(eF)^3\ell^3=(eF)^2\hbar^2/2m_z$. Dividing the equation by $\varepsilon$ leaves

$$
\frac{d^2\psi}{ds^2}=\left(s-\frac E\varepsilon\right)\psi .
$$

With $\xi=s-E/\varepsilon=z/\ell-E/\varepsilon$, a shift that does not alter derivatives, this is the Airy equation

$$
\frac{d^2\psi}{d\xi^2}=\xi\psi .
$$

### Boundary conditions

The Airy equation has two independent solutions. For large positive $\xi$ one of them, $\mathrm{Ai}(\xi)$, decays and the other, $\mathrm{Bi}(\xi)$, grows. A bound state must decay inside the silicon, so $\psi\propto\mathrm{Ai}(\xi)$.

At the wall $z=0$, hence $\xi=-E/\varepsilon$, and $\psi(0)=0$ requires

$$
\mathrm{Ai}\!\left(-\frac E\varepsilon\right)=0 .
$$

The energy is positive, because the mean kinetic energy and the mean of $eFz$ are both positive for a state confined to $z>0$. Only zeros at negative argument are therefore needed. Writing them as $-a_n$, with $0<a_1<a_2<\dots$, we have

$$
E_n=a_n\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3}.
$$

Numerically $a_1=2.33811$. A hand estimate of this number is derived below.

### Numbers

The constants are $\hbar^2/2m_0=38.100\ \text{meV nm}^2$ and $eF=100\ \text{meV/nm}$.

For the unprimed ladder, $m_z=0.916\,m_0$:

$$
\ell=\left(\frac{38.100}{0.916\times100}\right)^{1/3}\text{nm}=0.7465\ \text{nm},\qquad
\varepsilon=100\times0.7465\ \text{meV}=74.65\ \text{meV},
$$

$$
E_1=2.33811\times74.65\ \text{meV}=174.5\ \text{meV}=0.1745\ \text{eV}.
$$

For the primed ladder, $m_z=0.19\,m_0$:

$$
\ell'=\left(\frac{38.100}{0.19\times100}\right)^{1/3}\text{nm}=1.2610\ \text{nm},\qquad
\varepsilon'=126.10\ \text{meV},
$$

$$
E_{1'}=2.33811\times126.10\ \text{meV}=294.8\ \text{meV}=0.2948\ \text{eV}.
$$

The lowest primed subband lies 120.3 meV above the lowest unprimed one. Direct diagonalization of the Schrödinger equation on a grid, which makes no use of Airy functions, gives the same 174.5 and 294.8 meV; see the numerical output. The fourth digit belongs to the solution of the stated model. How well the model describes a real surface is a separate matter, taken up in the second variation.

### Reading the result

Both ladders feel the same potential and have the same $a_1$, so their lowest energies differ through the mass alone:

$$
\frac{E_{1'}}{E_1}=\left(\frac{m_l}{m_t}\right)^{1/3}=(4.821)^{1/3}=1.689 .
$$

A light particle pays more kinetic energy for being confined within a given distance. It settles at a larger distance, where the potential energy is higher. The cube root makes this dependence weak: a mass ratio of almost five changes the energy by a factor of 1.7. If the two masses were equal, the ladders would coincide.

The mean distance from the wall follows without normalizing the Airy function. For a normalized eigenstate the Hellmann–Feynman relation gives

$$
\frac{dE}{dF}=\left\langle\frac{\partial H}{\partial F}\right\rangle=e\langle z\rangle .
$$

The change of the state itself does not contribute, because $\psi$ stays normalized and continues to vanish at the wall as $F$ varies. Since $E\propto F^{2/3}$, we also have $dE/dF=2E/3F$. Therefore

$$
\langle z\rangle=\frac{2E}{3eF}.
$$

For the two lowest levels this is

$$
\langle z\rangle_1=\frac{2\times174.5}{3\times100}\ \text{nm}=1.16\ \text{nm},\qquad
\langle z\rangle_{1'}=\frac{2\times294.8}{3\times100}\ \text{nm}=1.97\ \text{nm}.
$$

The same relation shows that $eF\langle z\rangle=2E/3$: two thirds of the energy is potential and one third kinetic, in both ladders.

When $F$ decreases, the levels sink towards the band edge as $F^{2/3}$, while $\langle z\rangle$ grows as $F^{-1/3}$. The states then reach deeper into the silicon. Whether a uniform field remains a fair description depends on the width of the depletion layer over which the field falls to zero. At fixed doping this width is proportional to $F$, so $\langle z\rangle$ divided by the width grows as $F^{-4/3}$ and the formula fails at low field. At fixed band bending, reached with lighter doping, the width grows as $1/F$, the ratio falls as $F^{2/3}$, and the triangular well improves. In a given device the doping is fixed, and the formula cannot be followed down to $F=0$.

### A hand estimate of $a_1$

The decaying Airy function can be written as

$$
\mathrm{Ai}(\xi)=\frac1{2\pi}\int e^{i\phi(t)}\,dt,\qquad \phi(t)=\frac{t^3}{3}+\xi t,
$$

along a line parallel to the real axis and slightly above it. On that line the integrand vanishes at both ends. To see that the integral solves the equation, differentiate twice with respect to $\xi$, which brings down $-t^2$:

$$
\mathrm{Ai}''-\xi\,\mathrm{Ai}=-\frac1{2\pi}\int(t^2+\xi)e^{i\phi}\,dt=\frac{i}{2\pi}\int\frac{d}{dt}e^{i\phi}\,dt=0 .
$$

For $\xi>0$, move the line up to $t=u+i\sqrt\xi$. The exponent becomes

$$
i\phi=-\tfrac23\xi^{3/2}-\sqrt\xi\,u^2+\tfrac i3u^3,
$$

so the integral carries the factor $e^{-2\xi^{3/2}/3}$ and does decay.

Now take $\xi=-x$ with $x$ positive and large. The phase is stationary where $t^2=x$, that is at $t=\pm\sqrt x$. At $t=+\sqrt x$ its value is $x^{3/2}/3-x^{3/2}=-\tfrac23x^{3/2}$, and its second derivative is $2\sqrt x$. The Gaussian integral around this point gives

$$
\sqrt{\frac{2\pi}{2\sqrt x}}\;e^{i\left(-\frac23x^{3/2}+\frac\pi4\right)} .
$$

The other point contributes the complex conjugate. Adding the two and dividing by $2\pi$,

$$
\mathrm{Ai}(-x)\approx\frac{1}{\sqrt\pi\,x^{1/4}}\cos\!\left(\tfrac23x^{3/2}-\tfrac\pi4\right)
=\frac{1}{\sqrt\pi\,x^{1/4}}\sin\!\left(\tfrac23x^{3/2}+\tfrac\pi4\right).
$$

The sine vanishes when $\tfrac23x^{3/2}+\tfrac\pi4=n\pi$, so

$$
a_n\approx\left[\frac{3\pi}{2}\left(n-\frac14\right)\right]^{2/3},\qquad n=1,2,\dots
$$

The value $n=0$ is excluded because it would make $x^{3/2}$ negative. This is the semiclassical quantization rule for one hard wall and one soft turning point: the phase accumulated between them, $\int_0^{a_n}\sqrt{a_n-s}\,ds=\tfrac23a_n^{3/2}$, equals $(n-\tfrac14)\pi$.

For $n=1$ the estimate is $a_1\approx2.3203$, which is 0.76% below the Airy value. The corresponding energies are 173.2 meV and 292.6 meV. The approximation was derived for large $x$, yet it is already good at the first zero.

## Variation 1: the second unprimed level

*Does the lowest primed level lie above or below the second unprimed level, and can a change of field reverse the order?*

The second unprimed level uses $a_2=4.08795$ with the unprimed energy scale:

$$
E_2=4.08795\times74.65\ \text{meV}=305.2\ \text{meV}.
$$

It lies 10.3 meV above $E_{1'}$. In general, $E_{1'}<E_2$ means

$$
a_1\left(\frac{\hbar^2e^2F^2}{2m_t}\right)^{1/3}<a_2\left(\frac{\hbar^2e^2F^2}{2m_l}\right)^{1/3}.
$$

The common factor $(\hbar^2e^2F^2/2)^{1/3}$ cancels. Cubing what remains and rearranging gives

$$
\frac{m_l}{m_t}<\left(\frac{a_2}{a_1}\right)^3=5.345 .
$$

The actual ratio is 4.821, so the condition holds. The field has dropped out: within the triangular well the order is the same at every field, and all separations scale together as $F^{2/3}$.

The margin is narrow, however. A correction to the potential that shifts the two levels differently by more than about 10 meV could reverse their order. The triangular well alone does not settle this order for a real surface.

## Variation 2: a field that weakens away from the surface

*The electrons in the inversion layer carry charge themselves. In which direction does this move the two lowest levels if the surface field stays at 1 MV/cm?*

By Gauss's law the field changes with depth as $dF/dz=\rho/\epsilon_s$, where $\rho$ is the charge density and $\epsilon_s$ the permittivity of silicon. Electrons and ionized acceptors are both negative, so the field falls with increasing $z$. A uniform field is a good approximation if little of this charge lies within the width of the states. A field of 1 MV/cm lies above the avalanche field of lightly doped bulk silicon and exists only in a thin surface layer. With $\epsilon_s=11.7\,\epsilon_0$ it ends on a sheet charge of $6.5\times10^{12}$ electron charges per cm$^2$. Acceptors alone could supply this at a band bending of 1 V only with a doping near $3\times10^{18}$ cm$^{-3}$, over a layer 20 nm wide. At lighter doping the inversion layer supplies much of the charge, and the approximation is then doubtful.

For an illustration, let half of the surface field decay over a length $b=2$ nm:

$$
F(z)=\frac F2\left(1+e^{-z/b}\right).
$$

This is a chosen profile, not a self-consistent solution for the charge. Integrating the force from the wall gives the potential energy

$$
U(z)=\frac{eF}{2}\left[z+b\left(1-e^{-z/b}\right)\right].
$$

It lies below the triangular potential by

$$
W(z)=eFz-U(z)=\frac{eF}{2}\left[z-b\left(1-e^{-z/b}\right)\right].
$$

$W$ vanishes at the wall and has the slope $\tfrac12eF(1-e^{-z/b})$, which is positive for $z>0$. Hence $W>0$ everywhere inside the silicon.

Use the lowest triangular-well state as a trial function for the new potential. Its mean energy there is $E_1-\langle W\rangle$. By the variational principle the new lowest level cannot lie above this value, so it is below $E_1$. The same argument applies to the primed ladder.

Diagonalization on the grid gives 157.2 meV for the unprimed level and 251.0 meV for the primed one. They have moved down by

$$
174.5-157.2=17.3\ \text{meV},\qquad 294.8-251.0=43.8\ \text{meV},
$$

which is about 10% and 15% of the respective triangular-well energies.

To first order the shift is $-\langle W\rangle$, and this explains why the primed level moves further. Its triangular-well state has the same shape as the unprimed one, stretched by the factor $\ell'/\ell=1.689$. Since $W$ increases with $z$, the stretched state has the larger $\langle W\rangle$: 39.2 meV against 15.9 meV, about nine tenths of the full shift in each case. The separation of the two levels shrinks from 120.3 meV to $251.0-157.2=93.8$ meV, and their ratio is no longer $(m_l/m_t)^{1/3}$, because that law relied on the potential being linear.

For this profile the shifts are far larger than the 0.76% error of the semiclassical estimate. Where the field falls this much within the width of the states, the assumed shape of the potential limits the accuracy more than the method used to solve the equation; for a lightly doped surface with little inversion charge this need not be so. The hard wall is an approximation of similar weight: a barrier of 3.1 eV with an oxide mass of $0.5\,m_0$ lowers the two triangular-well levels by roughly 9 and 40 meV. Non-parabolic bands, strain and many-electron corrections are also left out, and their size has not been estimated here. The values 174.5 and 294.8 meV answer the question for the triangular well; they are not predictions of measured subband energies to that precision.

## Computed values

```
field F: 1.0 MV/cm
force e F: 100.0 meV/nm
hbar^2/(2 m0): 38.100 meV nm^2
longitudinal mass: 0.916 m0
transverse mass: 0.19 m0
valleys, unprimed and primed: 2 and 4
Airy numbers a_1, a_2: 2.33811, 4.08795
unprimed: length scale 0.7465 nm
unprimed: energy scale 74.646 meV
unprimed: lowest level 174.5 meV = 0.1745 eV
unprimed: lowest level from the grid 174.5 meV
unprimed: mean distance from wall 1.16 nm
unprimed: semiclassical lowest level 173.2 meV
unprimed: lowest level, weakening field 157.2 meV
primed: length scale 1.2610 nm
primed: energy scale 126.102 meV
primed: lowest level 294.8 meV = 0.2948 eV
primed: lowest level from the grid 294.8 meV
primed: mean distance from wall 1.97 nm
primed: semiclassical lowest level 292.6 meV
primed: lowest level, weakening field 251.0 meV
primed minus unprimed, lowest levels: 120.3 meV
second unprimed level: 305.2 meV
second unprimed minus lowest primed: 10.3 meV
mass ratio m_l/m_t: 4.821
its cube root (primed/unprimed energy): 1.6893
a_2/a_1: 1.7484
(a_2/a_1)^3: 5.345
semiclassical value of a_1: 2.3203
semiclassical error: -0.76 percent
weakening field: decaying part 0.5 of surface value
weakening field: decay length 2.0 nm
```
